Trapping length of a mobile interstitial: leading order and first correction

**1. What dimensions fix**

An interstitial diffuses with diffusivity D among immobile traps of number density N. A trap captures it on first contact with a sphere of radius R. How far does the interstitial get?

The available quantities are D (length²/time), N (1/length³) and R (length). Only D contains time, so no length can be built with it, and D must drop out. What remains is

L = R F(N R³),

with F an unknown function of one pure number. Diluteness fixes its form. If traps act independently, the capture rate k is proportional to N. The distance diffused in a time 1/k scales as √(D/k), hence as N^(−1/2). Therefore F(z) = C z^(−1/2), and

L = C / √(R N).

The constant C needs the diffusion problem around one trap. It will turn out to be 1/√(4π) = 0.28.

The assumptions are these. Traps are neutral, randomly placed and mostly empty. Capture is irreversible on the time scale considered. Other losses, such as recombination with vacancies, are left out. The small parameter is ε = R/L.

**2. Leading order**

*One trap.* Put the trap at the origin, with mobile concentration c∞ far away. In the steady state c(r) obeys

(1/r²) d/dr (r² dc/dr) = 0.

Thus r² dc/dr is a constant, and c = A + B/r. The far condition gives A = c∞. Capture on contact means c(R) = 0, which gives B = −c∞R:

c = c∞ (1 − R/r).

The inward current through a sphere of radius r is the area times D dc/dr:

I = 4πr² D (c∞R/r²) = 4πDR c∞.

It grows as R, not as the cross-section πR²: the surface area grows as R², but the concentration gradient at the surface, c∞/R, falls as 1/R. After a uniform start, the current at time t exceeds its steady value by the fraction R/√(πDt). This falls slowly, but after one lifetime 1/k, found next, it is only ε/√π, about 1% in the example below.

*Many traps.* If each trap sees the mean concentration c, the loss per unit volume is N I = kc, with

k = 4πDRN.

*Planar profile.* Let interstitials enter at the plane x = 0 and diffuse into x > 0. Supply by diffusion balances capture:

D d²c/dx² = k c.

The solution that stays finite at large x is c = c₀ exp(−x/L), with

L = √(D/k) = 1/√(4πRN).

D has cancelled, as required. A faster interstitial is captured sooner, at the same distance. If a flux J enters at the plane and none leaves through it, then J = −D dc/dx at x = 0, which equals D c₀/L. So c₀ = JL/D.

*Numbers.* Take N = 10¹⁸ cm⁻³ = 10⁻³ nm⁻³ and R = 0.3 nm. Then

4πRN = 12.566 × 0.3 × 10⁻³ = 3.77×10⁻³ nm⁻²,
L = 1/√(3.77×10⁻³) = 16.3 nm.

The small parameter is ε = 0.3/16.29 = 0.018. The trap spacing N^(−1/3) is 10 nm, so L exceeds it by a factor of only 1.6. A sphere of radius L still holds (4π/3)L³N ≈ 18 traps, which is why a mean concentration is a reasonable description.

**3. What the length measures**

L is a decay length, not the mean distance from start to capture. For a point source of strength S, the equation D∇²c = kc away from the source has the decaying solution

c = S exp(−r/L)/(4πDr).

Its prefactor makes the outward current equal S as r → 0. The probability density of the capture distance is the capture rate in a shell divided by S:

p(r) = 4πr² k c/S = (k/D) r exp(−r/L) = r exp(−r/L)/L².

Using ∫₀^∞ rⁿ exp(−r/L) dr = n! L^(n+1), one finds

∫p dr = 1, ⟨r⟩ = 2L, ⟨r²⟩ = 6L².

The mean capture distance is 32.6 nm and the root-mean-square distance is √6 L = 39.9 nm. Along one axis, the same argument for a planar source emitting to both sides gives the density exp(−|x|/L)/(2L). The fraction captured beyond |x| = L is then 1/e = 0.368.

A particle in straight flight would travel 1/(πR²N) = 3537 nm before hitting a trap. That formula does not give the displacement of a diffusing particle, whose long path is folded into a small region.

**4. The first correction**

The leading result lets each trap see c∞ as if no other trap existed. In fact the depletion around one trap reaches out only to a distance of order L, because other traps compete for the same interstitials. To include this at mean-field level, treat the surroundings of one trap as a medium with uniform loss rate k, kept at c∞ by a uniform supply kc∞:

D∇²c − kc + kc∞ = 0.

Write c = c∞ − w. Then ∇²w = w/L². With w = g/r this becomes g″ = g/L², whose decaying solution is g ∝ exp(−r/L). The condition c(R) = 0 requires w(R) = c∞, so

c = c∞ [1 − (R/r) exp(−(r − R)/L)].

Differentiate, with one term from 1/r and one from the exponential:

dc/dr = c∞ R exp(−(r − R)/L) [1/r² + 1/(rL)].

At r = R this is c∞(1/R + 1/L), and the current is

I = 4πR² D c∞(1/R + 1/L) = 4πDR c∞ (1 + R/L).

The depletion cloud is cut short, the gradient at the trap is steeper, and capture is faster.

The planar profile has no uniform supply; its background obeys D∇²c = kc instead. The average of such a background over a sphere of radius R differs from its central value by the factor sinh(ε)/ε = 1 + ε²/6 + …, so the first-order factor 1 + ε is unchanged.

The corrected decay length follows from k₁ = k(1 + ε):

L₁ = √(D/k₁) = L(1 + ε)^(−1/2) = L(1 − ε/2 + …) = L − R/2 + …

To this order it does not matter whether ε is formed with L or L₁, since the difference is of order ε². The correction is a constant length, independent of trap density:

L₁ ≈ 1/√(4πRN) − R/2.

For the example, L₁ = 16.29 − 0.15 = 16.14 nm, a reduction of 0.9% relative to L.

**5. Test with explicit traps**

The rate law can be avoided altogether. Place 8000 traps at random in a periodic box and start walkers at random points. Each walker jumps to a random point on the largest sphere around it that crosses no capture surface. By symmetry this samples correctly where Brownian motion first leaves that sphere. Capture is counted when the gap to a trap is below 0.001R. The quantity √(⟨r²⟩/6) then measures the trapping length.

Case N, R (10000 walkers): 16.18 ± 0.12 nm; leading order 16.29; corrected 16.14.
Case 4N, R (5000 walkers): 7.98 ± 0.09 nm; leading order 8.14; corrected 7.99.
Case N, 2R (5000 walkers): 10.92 ± 0.11 nm; leading order 11.52; corrected 11.22.

The test required agreement with leading order within four standard errors plus one capture radius, and all three cases met it. That allowance is too wide to establish the correction by itself. The first two cases agree with the corrected value within one standard error. They do not decide the matter, since the first also agrees with leading order within one standard error and the second lies only 1.8 standard errors below it. The third lies 0.30 nm, or 2.7 standard errors, below the corrected value. Statistical chance, the variation between trap arrangements (which the quoted errors leave out) and higher-order terms could each contribute; this single run does not separate them. In the first case the mean capture distance was 32.4 nm against 2L = 32.6 nm, and the fraction with |x| > L was 0.366 against 0.368.

**6. When 0.3 nm is a geometric reach**

So far R has been defined by the capture rate 4πDR. On a crystal, an interstitial hops between discrete sites, and "captured within 0.3 nm" is a statement about sites. The two radii differ.

Let Ω be the volume per site, d the hop length and ν the hop rate. For successive hops with no directional correlation, D = νd²/6. Put one trap among M sites. For large M the mean number of hops to capture is hM, with h a constant set by the network and by which sites count as captured. The capture rate of one interstitial is then ν/(hM). In the continuum description it is 4πDR_eff/(MΩ). Equating the two and inserting ν = 6D/d²,

R_eff = 6Ω/(4πd²h).

As a model of silicon, let the interstitial hop between tetrahedral sites. With lattice constant 0.543 nm the hop length is 0.235 nm. A trap on a host-atom site has 10 tetrahedral sites within 0.3 nm. Solving for the hop number in finite periodic cells and extrapolating to large size gives

R_eff = 0.271 nm, L = 17.1 nm.

This is 5% above the leading value and larger than the competition correction of Section 4, with the opposite sign. The size of the shift belongs to this choice of reach: the same 10 sites, and so the same R_eff, hold for any reach from 0.272 to 0.45 nm, so the shift from the continuum length is under 1% at 0.275 nm and 21% at 0.40 nm. The hop solver was tested on a trap centred on a tetrahedral site, where it gave h = 0.7926 against 0.7929 from an independent integral over wave vectors.

**7. A second case: opposite charges**

If trap and interstitial carry opposite unit charges, attraction enlarges the capture radius. Write the potential energy as U = −k_BT r_c/r, where r_c is the distance at which the Coulomb energy equals k_BT. The inward current now contains drift:

I = 4πr² D [dc/dr + (c/k_BT) dU/dr].

Multiply by exp(U/k_BT). The bracket becomes a total derivative:

d/dr [c exp(U/k_BT)] = I exp(−r_c/r)/(4πDr²).

Integrate from R, where c = 0, to infinity, where U = 0 and c = c∞. With y = 1/r the integral on the right is elementary:

c∞ = (I/4πD) ∫₀^(1/R) exp(−r_c y) dy = (I/4πD) [1 − exp(−r_c/R)]/r_c.

So I = 4πD R_C c∞, with

R_C = r_c/[1 − exp(−r_c/R)].

For r_c ≪ R the exponential expands to 1 − r_c/R and R_C returns to R. For r_c ≫ R, R_C tends to r_c and the contact radius no longer matters. At 1000 K with relative permittivity 11.7, r_c = 1.43 nm, R_C = 1.44 nm and L = 7.4 nm.

Carrier screening weakens the attraction at every distance, which raises the integral and lowers the radius. At leading order the screened case therefore lies between 7.4 and 16.3 nm. In silicon at 1000 K screening is always present: intrinsic carriers of roughly 10¹⁸ cm⁻³ of each sign give a Debye length near 5 nm, and a Debye-screened potential then gives R_C ≈ 1.2 nm and L ≈ 8 nm. Leading order is also less secure here, since R_C/L = 0.19 in the unscreened case, ten times the neutral ε. The competition factor 1 + R/L of Section 4 was derived for neutral traps. With attraction, drift changes the depletion around a trap, and the corresponding correction is not derived here.

**8. How long trapping lasts**

The steady profile needs times longer than the free lifetime. With the rough value D = 5×10⁻⁸ cm²/s,

τ = 1/k = L²/D = 5.3×10⁻⁵ s.

It also needs times shorter than the dwell time in a trap. Let E_b be the binding energy, N_s the density of interstitial sites and m the density of trapped interstitials. With few traps filled, one bound configuration per trap and no difference in vibrational entropy, equilibrium requires

m/c = (N/N_s) exp(E_b/k_BT) ≡ ρ.

In equilibrium, release balances capture: m/t_dwell = c/τ. Hence t_dwell = ρτ. For the rough value E_b = 1.5 eV, with N_s = 5.0×10²² cm⁻³ and k_BT = 0.0862 eV,

ρ = 2×10⁻⁵ × exp(17.41) ≈ 730, t_dwell ≈ 0.039 s.

At much longer times, capture and release stay in balance and m = ρc. The total n = c + m = (1 + ρ)c changes only through motion of the free part:

∂n/∂t = D ∂²c/∂x² = [D/(1 + ρ)] ∂²n/∂x².

The interstitials diffuse again, with D reduced to 1.4×10⁻³ of its free value. After 1 s the spread along one axis is √(2 × 6.9×10⁻¹¹ × 1) cm ≈ 117 nm, seven times L. At 1000 K the length of 16 nm therefore describes a pulse of, say, 1 ms, which is 19 free lifetimes and about 1/40 of the dwell time. It does not describe the profile after 1 s. A deeper trap or a lower temperature lengthens the dwell time.

**9. Filling of the traps**

Traps within a depth L can hold NL = 1.6×10¹² interstitials per cm². Let F be the supplied fluence and s = F/(NL). Measure depth as X = x/L and concentration as u = c/c₀, and let f be the filled fraction. Empty traps alone capture, so

u″ = (1 − f)u, u′(0) = −1, ∂f/∂s = (1 − f)u.

The last equation is N ∂f/∂t = k(1 − f)c with c₀ = JL/D and ds = J dt/(NL). Integrating u″ over depth gives 1, so the total trapped amount ∫f dX is s. The first moment M = ∫X f dX grows as

dM/ds = ∫X u″ dX = [Xu′ − u]₀^∞ = u(0).

To lowest order u = exp(−X) and f = s exp(−X). Put u = exp(−X) + v and keep terms linear in s:

v″ − v = −s exp(−2X).

A trial term α exp(−2X) gives 3α = −s. Adding β exp(−X), the condition v′(0) = 0 reads 2s/3 − β = 0. Thus v(0) = −s/3 + 2s/3 = s/3, and dM/ds = 1 + s/3. Integrating, M = s + s²/6, so the mean trapped depth is

M/s = 1 + s/6, in units of L.

For F = 10¹¹ cm⁻², s = 0.061 and the mean depth rises by 1.0%. Stepping the nonlinear equations numerically gives 1.0103 against 1.0102.

Pairing of mobile interstitials competes with trapping in the ratio 2c₀/N, if a pair has the same capture radius and twice the relative diffusivity. The relation c₀ = JL/D requires a supply shorter than the dwell time. Supply of this fluence in 1 ms gives c₀ = 3.3×10¹⁵ cm⁻³ and a ratio of 6.5×10⁻³, below 1%. The program prints both quantities for a 1 s supply with release left out, which makes them a thousand times smaller; with the dwell time of Section 8 those printed values do not apply.

**10. Beside real silicon**

Substitutional carbon is a known trap for silicon self-interstitials. A density of 10¹⁸ cm⁻³ is high for ordinary wafers, but it can be reached by adding carbon on purpose. At 10¹⁶ cm⁻³ and the same R, the formula gives a length ten times longer, 163 nm, but with the values of Section 8 its conditions are barely met: the free lifetime rises to 5.3 ms while the dwell time stays at 39 ms, and the capacity NL falls to 1.6×10¹¹ cm⁻², so that s = 0.6. At N = 10¹⁸ cm⁻³ the fluence of 10¹¹ cm⁻² is small: common implant doses of 10¹³ cm⁻² and above, if they leave about one interstitial per ion, exceed the capacity NL, and the unfilled-trap result then fails. Carbon also breaks the assumption of an immobile product, since the carbon interstitial formed by capture can itself migrate. For carbon, L is the decay length for the first capture only, and the later motion in Section 8 is a model for traps that hold their interstitial in place. Strain fields and the true path of split interstitials are not included, and their effect on L is not estimated here.

For a design question the exponential matters more than L. The fraction captured beyond 50 nm is exp(−50/16.29) = 4.6%. The fraction that reaches 50 nm at some time is larger, because some interstitials return and are captured at smaller depth. A small relative change in L changes the fraction captured beyond 50 nm by x/L ≈ 3 times as much: with the finite-hop value of 17.1 nm it becomes 5.4%. Since L varies as (RN)^(−1/2), a factor of two in the poorly known R moves L by a factor of 1.4. That uncertainty outweighs the first correction: with R known only to a factor of two either way, L lies anywhere between about 12 and 23 nm. The remaining values are in the numerical output.

Table of computed values

```
Trap density N                      1.0e+18 cm^-3
Capture radius R                    0.30 nm
TRAPPING LENGTH L                   16.29 nm
Mean trap spacing N^(-1/3)          10.00 nm
Straight-flight length 1/(pi R^2 N) 3537 nm
Mean capture distance 2L            32.6 nm
Rms capture distance sqrt(6) L      39.9 nm
Fraction passing 50 nm              0.0464
Walks N, R   L = 16.18 +- 0.12 nm, formula 16.29 nm
Walks 4N, R  L = 7.98 +- 0.09 nm, formula 8.14 nm
Walks N, 2R  L = 10.92 +- 0.11 nm, formula 11.52 nm
Walks: mean capture distance        32.4 nm
Walks: fraction with |x| > L        0.366
Exponential law for that fraction   0.368
Trap competition R/L                0.0184
Temperature                         1000 K
Thermal energy kT                   0.0862 eV
Diffusivity D                       5.0e-08 cm2/s
Capture rate k                      1.885e+04 s^-1
Free lifetime 1/k                   5.31e-05 s
Silicon lattice constant            0.543 nm
Hop length                          0.2351 nm
Mean hops before capture            28789
Network check: supercell            0.7926
Network check: zone integral        0.7929
Sites within R of host-atom trap    10
Effective radius with finite hops   0.271 nm
L with finite hops                  17.12 nm
Relative permittivity               11.7
Coulomb distance r_c                1.428 nm
Radius, unscreened attraction       1.441 nm
L, unscreened attraction            7.43 nm
Binding energy                      1.50 eV
Interstitial site density           5.00e+22 cm^-3
Dwell time / free lifetime          726
Dwell time in trap                  0.039 s
Slow diffusivity / D                1.38e-03
Interstitial fluence F              1.0e+11 cm^-2
Supply time                         1.0 s
Trap capacity N L                   1.63e+12 cm^-2
Filling s = F/(N L)                 0.0614
Occupancy at source plane           0.0599
Mean trapped depth / L, marched     1.0103
Mean trapped depth / L, 1 + s/6     1.0102
Mobile density at source c0         3.26e+12 cm^-3
Pairing / trapping 2 c0/N           6.5e-06
```
